# Occupation bounds for the CCSD density of stretched N2: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: the symmetrized CCSD one-particle density of N2 has the
right trace, but its natural occupations need not lie in [0, 2], whereas FCI
occupations do. The program finds where, if anywhere, the bounds are broken.

Model: N2, STO-3G, RHF orbitals, two frozen core orbitals, 10 electrons in
8 active orbitals. CCSD is solved from its definition in determinant space.
  T, Lambda : cluster operator and de-excitation multipliers
  gamma_pq  : <0|(1+Lambda) exp(-T) E_pq exp(T)|0>, spin-summed
  margin    : min(lowest occupation, 2 - highest occupation)
"""
from itertools import combinations, product
import numpy as np
from scipy import sparse, constants
from scipy.linalg import eigh
from scipy.optimize import linprog, brentq
from pyscf import gto, scf, cc, fci, symm

NORB, NOCC = 8, 5
# D2h irreps as bit codes (product = xor), active orbital order:
# 2sigma_g, 3sigma_g, 2sigma_u, pi_ux, pi_uy, pi_gx, pi_gy, 3sigma_u
IRREP = [0, 0, 5, 7, 6, 2, 3, 5]
BLOCKS = {"sigma_g": [0, 1], "sigma_u": [2, 7],
          "pi_u": [3], "pi_g": [5]}

# ---------- determinant space and excitation operators ----------
strings = list(combinations(range(NORB), NOCC))
position = {s: k for k, s in enumerate(strings)}
nstr = len(strings)


def string_operator(p, q):
    """Matrix of a_p^dagger a_q for electrons of one spin."""
    matrix = sparse.lil_matrix((nstr, nstr))
    for col, occ in enumerate(strings):
        if q in occ and (p == q or p not in occ):
            rest = [x for x in occ if x != q]
            swaps = occ.index(q) + sum(x < p for x in rest)
            matrix[position[tuple(sorted(rest + [p]))], col] = (-1) ** swaps
    return matrix.tocsr()


string_irrep = [int(np.bitwise_xor.reduce([IRREP[x] for x in s]))
                for s in strings]
sector = np.array([a * nstr + b for a in range(nstr) for b in range(nstr)
                   if string_irrep[a] == string_irrep[b]])
ndet = len(sector)
one = sparse.identity(nstr, format="csr")
E_rows, E_cols, E_sec = {}, {}, {}
for p, q in product(range(NORB), repeat=2):
    e = string_operator(p, q)
    full = (sparse.kron(e, one) + sparse.kron(one, e)).tocsr()
    E_rows[p, q] = full[sector, :]
    E_cols[p, q] = full[:, sector].tocsr()
    if IRREP[p] == IRREP[q]:
        E_sec[p, q] = E_rows[p, q][:, sector].tocsr()


def as_column(op):
    return op.tocoo().reshape((ndet * ndet, 1))


one_index = list(E_sec)
one_stack = sparse.hstack([as_column(E_sec[k]) for k in one_index]).tocsr()
two_index, two_columns = [], []
for p, q, r, s in product(range(NORB), repeat=4):
    if IRREP[p] ^ IRREP[q] ^ IRREP[r] ^ IRREP[s] == 0:
        op = E_rows[p, q] @ E_cols[r, s]
        if q == r:
            op = op - E_sec[p, s]
        two_index.append((p, q, r, s))
        two_columns.append(as_column(op))
two_stack = sparse.hstack(two_columns).tocsr()
del two_columns
one_index_arrays = tuple(np.array(one_index).T)
two_index_arrays = tuple(np.array(two_index).T)

nel = 2 * NOCC
casimir = sum(E_rows[p, q] @ E_cols[q, p]
              for p, q in product(range(NORB), repeat=2)).toarray()
spin_squared = 0.5 * (((NORB + 2) * nel - nel**2 / 2) * np.eye(ndet) - casimir)

# totally symmetric single and double excitations
singles = [(a, i) for a in range(NOCC, NORB) for i in range(NOCC)]
tau = [E_sec[x] for x in singles if x in E_sec]
for m, x in enumerate(singles):
    for y in singles[m:]:
        if IRREP[x[0]] ^ IRREP[x[1]] ^ IRREP[y[0]] ^ IRREP[y[1]] == 0:
            tau.append((E_rows[x] @ E_cols[y]).tocsr())
npar = len(tau)
tau_stack = sparse.hstack([as_column(op) for op in tau]).tocsr()
reference = np.zeros(ndet)
reference[0] = 1.0
excited = np.column_stack([op @ reference for op in tau])
projectors = np.column_stack([reference, excited])


def exp_apply(matrix, vectors):
    """exp(matrix) on vectors; the series ends at sixfold excitation."""
    term, total = vectors, vectors.copy()
    for k in range(1, 7):
        term = matrix @ term / k
        total = total + term
    return total


def solve_ccsd(H, start):
    """Newton solution of the CCSD equations and of the Lambda equations."""
    t = start.copy()
    for _ in range(40):
        T = (tau_stack @ t).reshape(ndet, ndet)
        psi = exp_apply(T, reference)
        bras = exp_apply(-T.T, projectors)
        Hpsi = H @ psi
        residual = bras[:, 1:].T @ Hpsi
        commutator = (H @ np.column_stack([op @ psi for op in tau])
                      - np.column_stack([op @ Hpsi for op in tau]))
        jacobian = bras[:, 1:].T @ commutator
        if np.max(np.abs(residual)) < 1e-10:
            eta = bras[:, 0] @ commutator
            lam = np.linalg.solve(jacobian.T, -eta)
            left = bras[:, 0] + bras[:, 1:] @ lam
            roots = np.linalg.eigvals(
                np.linalg.solve(excited.T @ excited, jacobian))
            return dict(t=t, lam=lam, psi=psi, left=left,
                        e=bras[:, 0] @ Hpsi, root=np.min(roots.real))
        t = t - np.linalg.solve(jacobian, residual)
        if not np.all(np.isfinite(t)) or np.max(np.abs(t)) > 50:
            return None
    return None


def density(left, right):
    g = np.zeros((NORB, NORB))
    for (p, q), op in E_sec.items():
        g[p, q] = left @ (op @ right)
    return g


def occupations(g):
    return np.linalg.eigvalsh((g + g.T) / 2)


def block_occ(g, name):
    k = BLOCKS[name]
    return occupations(g[np.ix_(k, k)])


def margin(n):
    return min(n[0], 2 - n[-1])


def hamiltonian(R, previous):
    """RHF orbitals at distance R (angstrom) and the active-space H."""
    mol = gto.M(atom=[["N", (0, 0, -R / 2)], ["N", (0, 0, R / 2)]],
                basis="sto-3g", symmetry="D2h", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.irrep_nelec = {"Ag": 6, "B1u": 4, "B2u": 2, "B3u": 2}
    mf.conv_tol, mf.max_cycle = 1e-11, 200
    mf.kernel(dm0=None if previous is None else previous["dm"])
    assert mf.converged
    C = np.asarray(mf.mo_coeff)
    labels = np.asarray(symm.label_orb_symm(mol, mol.irrep_id,
                                            mol.symm_orb, C))
    by = {}
    for k in np.argsort(mf.mo_energy, kind="stable"):
        by.setdefault(int(labels[k]), []).append(k)
    order = [by[0][0], by[5][0], by[0][1], by[0][2], by[5][1],
             by[7][0], by[6][0], by[2][0], by[3][0], by[5][2]]
    C = C[:, order]
    if previous is not None:
        overlap = np.diag(previous["C"].T @ mol.intor("int1e_ovlp") @ C)
        C = C * np.where(overlap < 0, -1.0, 1.0)
    core, act = C[:, :2], C[:, 2:]
    h, eri = np.asarray(mf.get_hcore()), mol.intor("int2e")
    dcore = 2 * core @ core.T
    v = (np.einsum("pqrs,rs->pq", eri, dcore)
         - 0.5 * np.einsum("prqs,rs->pq", eri, dcore))
    ecore = mol.energy_nuc() + np.sum(dcore * (h + v / 2))
    h1 = act.T @ (h + v) @ act
    g2 = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri, act, act, act, act,
                   optimize=True)
    H = (one_stack @ h1[one_index_arrays]
         + 0.5 * (two_stack @ g2[two_index_arrays])).reshape(ndet, ndet)
    assert abs(H[0, 0] + ecore - mf.e_tot) < 1e-7
    return dict(R=R, mf=mf, dm=np.asarray(mf.make_rdm1()), C=C, H=H,
                ecore=ecore, h1=h1, g2=g2)


def solve_point(R, previous):
    pt = hamiltonian(R, previous)
    start = np.zeros(npar) if previous is None else previous["cc"]["t"]
    pt["cc"] = solve_ccsd(pt["H"], start)
    if pt["cc"] is None:
        return None
    sol = pt["cc"]
    pt["gamma"] = density(sol["left"], sol["psi"])
    pt["n"] = occupations(pt["gamma"])
    pt["m"] = margin(pt["n"])
    pt["ecc"] = sol["e"] + pt["ecore"]
    # the spin penalty selects the lowest singlet
    _, vec = eigh(pt["H"] + spin_squared, subset_by_index=[0, 0])
    ci = vec[:, 0]
    assert abs(ci @ spin_squared @ ci) < 1e-7
    pt["efci"] = ci @ pt["H"] @ ci + pt["ecore"]
    pt["gfci"] = density(ci, ci)
    pt["nfci"] = occupations(pt["gfci"])
    norm = sol["psi"] @ sol["psi"]
    pt["nexp"] = occupations(density(sol["psi"], sol["psi"]) / norm)
    return pt


# ---------- scan along the bond ----------
grid = np.concatenate([np.arange(100, 251, 5), np.arange(260, 361, 10)]) / 100
points, previous = [], None
for R in grid:
    pt = solve_point(float(R), previous)
    if pt is None:
        break
    points.append(pt)
    previous = pt
assert len(points) > 10
at = {round(pt["R"], 2): pt for pt in points}

string_occ = np.array([[float(k in s) for s in strings] for k in range(NORB)])
for pt in points:
    assert abs(np.trace(pt["gamma"]) - nel) < 1e-7
    assert margin(pt["nfci"]) > -1e-9 and margin(pt["nexp"]) > -1e-9
    raw = np.linalg.eigvals(pt["gamma"]).real
    assert pt["n"][0] <= raw.min() + 1e-8 and raw.max() <= pt["n"][-1] + 1e-8
    if abs(pt["m"]) > 1e-5:
        mixture = linprog(np.zeros(nstr), A_eq=string_occ, b_eq=pt["n"] / 2,
                          method="highs")
        assert mixture.success == (pt["m"] > 0)

# ---------- comparison with separate CCSD and FCI codes ----------
cc_error, occ_error = 0.0, 0.0
for R in (1.10, 1.50):
    pt = at[R]
    other = cc.CCSD(pt["mf"], frozen=2)
    other.conv_tol, other.conv_tol_normt, other.max_cycle = 1e-10, 1e-8, 300
    other.kernel()
    assert other.converged
    n_other = np.sort(np.linalg.eigvalsh(other.make_rdm1()))
    n_here = np.sort(np.concatenate([pt["n"], [2.0, 2.0]]))
    cc_error = max(cc_error, abs(other.e_tot - pt["ecc"]))
    occ_error = max(occ_error, np.max(np.abs(n_other - n_here)))
assert cc_error < 1e-7 and occ_error < 1e-5
pt = at[1.50]
e_other, ci_other = fci.direct_spin1.kernel(pt["h1"], pt["g2"], NORB,
                                            (NOCC, NOCC), tol=1e-12)
fci_error = abs(e_other + pt["ecore"] - pt["efci"])
d_other = fci.direct_spin1.make_rdm1(ci_other, NORB, (NOCC, NOCC))
assert fci_error < 1e-7
assert np.max(np.abs(np.linalg.eigvalsh(d_other) - pt["nfci"])) < 1e-4

# ---------- density as energy response at fixed orbitals ----------
violating = [pt for pt in points if pt["m"] < -1e-4]
demo = violating[0] if violating else points[-1]
response_error, f = 0.0, 1e-4
for pt in (at[1.50], demo):
    for p, q in ((2, 7), (0, 1), (5, 5)):
        V = (E_sec[p, q] + E_sec[q, p]).toarray()
        plus = solve_ccsd(pt["H"] + f * V, pt["cc"]["t"])
        minus = solve_ccsd(pt["H"] - f * V, pt["cc"]["t"])
        assert plus is not None and minus is not None
        slope = (plus["e"] - minus["e"]) / (2 * f)
        formula = pt["gamma"][p, q] + pt["gamma"][q, p]
        response_error = max(response_error, abs(slope - formula))
assert response_error < 2e-5

# ---------- crossings of the bounds ----------
crossings = []
for a, b in zip(points[:-1], points[1:]):
    if a["m"] * b["m"] < 0 and len(crossings) < 3:
        def margin_at(R, left=a):
            new = solve_point(float(R), left)
            assert new is not None
            return new["m"]
        Rc = brentq(margin_at, a["R"], b["R"], xtol=1e-5)
        crossings.append((solve_point(Rc, a), a, b))

# ---------- printed results ----------
print(f"determinants {ndet}, CCSD parameters {npar}")
print(f"scan: {points[0]['R']:.2f} to {points[-1]['R']:.2f} angstrom,"
      f" {len(points)} of {len(grid)} points solved")
print(f"CCSD code difference: {cc_error:.1e} hartree, occ. {occ_error:.1e}")
print(f"FCI code difference: {fci_error:.1e} hartree")
print(f"response-density difference: {response_error:.1e} electrons")
shown = [at[R] for R in (1.1, 1.3, 1.5, 1.7, 1.9, 2.1, 2.3, 2.5, 3.0, 3.6)
         if R in at]
print("R/angstrom, E_CCSD, E_FCI, lowest Jacobian root (hartree)")
for pt in shown:
    print(f"{pt['R']:.2f} {pt['ecc']:.6f} {pt['efci']:.6f}"
          f" {pt['cc']['root']:.5f}")
print("R/angstrom, occupations min max: CCSD | FCI | <Psi|Psi> control")
for pt in shown:
    print(f"{pt['R']:.2f} {pt['n'][0]:.5f} {pt['n'][-1]:.5f} |"
          f" {pt['nfci'][0]:.5f} {pt['nfci'][-1]:.5f} |"
          f" {pt['nexp'][0]:.5f} {pt['nexp'][-1]:.5f}")
print("R/angstrom, occupations pi_u pi_g (each component): CCSD | FCI")
for pt in shown:
    print(f"{pt['R']:.2f} {pt['gamma'][3, 3]:.5f} {pt['gamma'][5, 5]:.5f} |"
          f" {pt['gfci'][3, 3]:.5f} {pt['gfci'][5, 5]:.5f}")
if not crossings:
    print(f"no crossing of the bounds; smallest margin"
          f" {min(pt['m'] for pt in points):.6f} electrons")
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom
for c, a, b in crossings:
    outside = a if a["m"] < 0 else b
    name = min(BLOCKS, key=lambda k: margin(block_occ(outside["gamma"], k)))
    bound = "n<0" if outside["n"][0] < 2 - outside["n"][-1] else "n>2"
    way = "leaves" if b["m"] < 0 else "re-enters"
    print(f"CCSD {way} bounds at {c['R']:.4f} angstrom ="
          f" {c['R'] / bohr:.4f} bohr: {name}, {bound}")
    print(f"  margin there {c['m']:.1e}, FCI margin {margin(c['nfci']):.5f}")
worst = min(points, key=lambda x: x["m"])
print(f"smallest margin on grid {worst['m']:.5f} at {worst['R']:.2f} angstrom")
print(f"density blocks at {demo['R']:.2f} angstrom (electrons):")
for name in ("sigma_g", "sigma_u"):
    i, j = BLOCKS[name]
    g = demo["gamma"]
    print(f" {name} raw: {g[i, i]:.5f} {g[i, j]:.5f}"
          f" {g[j, i]:.5f} {g[j, j]:.5f}")
    raw = np.sort_complex(np.linalg.eigvals(g[np.ix_([i, j], [i, j])]))
    sym = block_occ(g, name)
    exact = block_occ(demo["gfci"], name)
    print(f"  eig raw {raw[0]:.5f} {raw[1]:.5f}")
    print(f"  eig sym {sym[0]:.5f} {sym[1]:.5f};"
          f" FCI {exact[0]:.5f} {exact[1]:.5f}")
print("checks complete")
```

Printed output:

```
determinants 396, CCSD parameters 29
scan: 1.00 to 3.60 angstrom, 42 of 42 points solved
CCSD code difference: 1.2e-09 hartree, occ. 2.1e-08
FCI code difference: 7.1e-14 hartree
response-density difference: 2.8e-07 electrons
R/angstrom, E_CCSD, E_FCI, lowest Jacobian root (hartree)
1.10 -107.649903 -107.653827 0.71221
1.30 -107.650612 -107.659153 0.42469
1.50 -107.567708 -107.581483 0.25299
1.70 -107.504876 -107.508631 0.18048
1.90 -107.525152 -107.466058 0.20210
2.10 -107.584350 -107.448604 0.34270
2.30 -107.618420 -107.442641 0.38488
2.50 -107.634545 -107.440409 0.41324
3.00 -107.646554 -107.438489 0.45167
3.60 -107.649624 -107.438069 0.46928
R/angstrom, occupations min max: CCSD | FCI | <Psi|Psi> control
1.10 0.01829 1.99604 | 0.01948 1.99482 | 0.01805 1.99605
1.30 0.03403 1.99575 | 0.03821 1.99414 | 0.03308 1.99578
1.50 0.06138 1.99629 | 0.07217 1.99460 | 0.05757 1.99622
1.70 0.16902 1.99889 | 0.14782 1.99665 | 0.13182 1.99791
1.90 0.65381 2.00105 | 0.30826 1.99867 | 0.47331 1.99948
2.10 0.69163 2.00080 | 0.50779 1.99953 | 0.82794 1.99990
2.30 0.80415 2.00016 | 0.66927 1.99981 | 0.73768 1.99997
2.50 0.88044 2.00000 | 0.78131 1.99990 | 0.69977 1.99998
3.00 0.96589 2.00002 | 0.92835 1.99997 | 0.67256 1.99999
3.60 0.97596 2.00002 | 0.98509 1.99998 | 0.67151 2.00000
R/angstrom, occupations pi_u pi_g (each component): CCSD | FCI
1.10 1.93518 0.07120 | 1.93137 0.07719
1.30 1.87641 0.12919 | 1.86764 0.14062
1.50 1.72975 0.27409 | 1.74556 0.26081
1.70 1.29039 0.71046 | 1.52955 0.47386
1.90 0.68419 1.31488 | 1.29142 0.70979
2.10 0.69163 1.30782 | 1.14532 0.85508
2.30 0.80415 1.19562 | 1.07511 0.92505
2.50 0.88044 1.11948 | 1.04064 0.95944
3.00 0.97585 1.02415 | 1.00916 0.99086
3.60 1.01237 0.98763 | 1.00135 0.99866
CCSD leaves bounds at 1.7843 angstrom = 3.3719 bohr: sigma_g, n>2
  margin there -6.8e-09, FCI margin 0.00236
CCSD re-enters bounds at 2.4970 angstrom = 4.7186 bohr: sigma_u, n>2
  margin there -7.4e-10, FCI margin 0.00010
CCSD leaves bounds at 2.5796 angstrom = 4.8747 bohr: sigma_g, n>2
  margin there -9.9e-13, FCI margin 0.00008
smallest margin on grid -0.00134 at 1.95 angstrom
density blocks at 1.80 angstrom (electrons):
 sigma_g raw: 1.97340 -0.10349 -0.08648 1.66284
  eig raw 1.63629+0.00000j 1.99995+0.00000j
  eig sym 1.63610 2.00014; FCI 1.78649 1.99780
 sigma_u raw: 1.99695 0.04463 0.07625 0.36772
  eig raw 0.36563+0.00000j 1.99904+0.00000j
  eig sym 0.36548 1.99919; FCI 0.21731 1.99419
checks complete
```
